# Franz–Keldysh Absorption and Its Broadened Third-Derivative Limit, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two doublings of the field

Take a semiconductor model with a direct gap of 1.5 eV and an optical broadening of 10 meV, and apply a uniform electric field. At a photon energy equal to the gap, the magnitude of the change in the complex dielectric function is \(1.91\times10^{-5}\) at 1 kV/cm and \(7.61\times10^{-5}\) at 2 kV/cm. Doubling the field has multiplied the change by 3.98, close to the factor 4 of a quadratic law. Between 8 and 16 kV/cm the change grows from \(1.00\times10^{-3}\) to \(2.88\times10^{-3}\), a factor of 2.87. The quadratic law has failed, although 16 kV/cm is still a modest field.

What decides whether a field is weak? The answer involves the broadening. Without it, the response above the gap contains oscillations whose amplitude is proportional to \(F\) at small fields, and no quadratic law holds there. We first find the absorption without broadening and then see what broadening does to it.

## 2. The model

One filled valence band and one empty conduction band have the energy separation

\[
E_c(\mathbf k)-E_v(\mathbf k)=E_g+a k^2,\qquad a=\frac{\hbar^2}{2\mu},
\]

where \(\mu\) is the reduced mass of electron and hole. The momentum matrix element \(\hat{\mathbf e}\cdot\mathbf p\) between the bands is taken as independent of \(\mathbf k\), and the photon momentum is neglected. So are the Coulomb attraction within the pair and the mixing of the two bands by the static field.

The electron has charge \(-e\), with \(e>0\), and the field \(F>0\) points along \(+z\). The electron then has potential energy \(eFz_e\) and the hole \(-eFz_h\). Their sum depends on the separation \(z=z_e-z_h\) alone, so the relative motion obeys

\[
H\varphi_n=E_n\varphi_n,\qquad H=-a\nabla^2+eFz .
\]

The photon energy is \(E=\hbar\omega\).

The example uses round parameters that belong to no named material: \(E_g=1.5\) eV, \(\mu=0.06\,m\), \(2|\hat{\mathbf e}\cdot\mathbf p|^2/m=10\) eV, and a background dielectric constant 12.25. Here \(m\) is the free-electron mass. These give \(a=0.6350\) eV nm².

## 3. From transition rate to dielectric function

Let the light have vector potential \(\hat{\mathbf e}A_0\cos\omega t\). Its coupling to an electron is \((e/m)\mathbf A\cdot\mathbf p\). The part varying as \(e^{-i\omega t}\), which causes absorption, has matrix element \((eA_0/2m)\,\hat{\mathbf e}\cdot\mathbf p\).

A pair state with relative wave function \(\varphi_n\) is a superposition of vertical transitions with amplitudes \(\tilde\varphi_n(\mathbf k)\), where

\[
\varphi_n(\mathbf r)=\mathcal V^{-1/2}\sum_{\mathbf k}\tilde\varphi_n(\mathbf k)e^{i\mathbf k\cdot\mathbf r}
\]

and \(\mathcal V\) is the volume. Every transition contributes the same momentum element. The total element therefore has magnitude

\[
|\hat{\mathbf e}\cdot\mathbf p|\,\Big|\sum_{\mathbf k}\tilde\varphi_n(\mathbf k)\Big|
=|\hat{\mathbf e}\cdot\mathbf p|\,\sqrt{\mathcal V}\,|\varphi_n(0)| .
\]

Light creates electron and hole at the same place, so the wave function at zero separation sets the strength.

The golden rule, with a factor 2 for spin, gives the absorbed power per volume:

\[
\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m^2}\,
2|\hat{\mathbf e}\cdot\mathbf p|^2 J(E),
\qquad
J(E)=\sum_n|\varphi_n(0)|^2\,\delta(E_g+E_n-E).
\]

In a medium the electric amplitude is \(\omega A_0\), and the mean dissipated power per volume is \(\tfrac12\varepsilon_0\omega\varepsilon_2(\omega A_0)^2\), with \(\varepsilon_2=\operatorname{Im}\varepsilon\). Equating the two expressions and dividing by \(\tfrac12\varepsilon_0\omega^3A_0^2\),

\[
\varepsilon_2=\frac{\pi e^2}{\varepsilon_0m^2\omega^2}\,2|\hat{\mathbf e}\cdot\mathbf p|^2J(E).
\]

Multiplication by \(E^2=\hbar^2\omega^2\) puts this in the form

\[
E^2\varepsilon_2=\pi QJ(E),\qquad
Q=\frac{2e^2\hbar^2|\hat{\mathbf e}\cdot\mathbf p|^2}{\varepsilon_0m^2}.
\]

The field enters through \(J\) alone.

At zero field the states are plane waves with \(|\varphi(0)|^2=1/\mathcal V\). Put \(\xi=ak^2\), so that \(k^2dk=\tfrac12a^{-3/2}\sqrt\xi\,d\xi\). Then

\[
J_0(E)=\frac{4\pi}{(2\pi)^3}\int_0^\infty k^2dk\,\delta(E_g+ak^2-E)
=\frac{1}{4\pi^2a^{3/2}}\sqrt{E-E_g}
\]

above the gap, and zero below it. Hence

\[
E^2\varepsilon_2=B\sqrt{E-E_g},\qquad B=\frac{Q}{4\pi a^{3/2}} .
\]

For the example \(B=2.168\) eV\(^{3/2}\).

## 4. Pair states in the field

Across the field the motion is free. Along it, with energy \(E_z\),

\[
-a f''(z)+eFz\,f(z)=E_zf(z).
\]

Choose a length \(l\) for which kinetic and potential scales agree, \(a/l^2=eFl\), and call this common energy \(\Theta\):

\[
l=\left(\frac{a}{eF}\right)^{1/3},\qquad
\Theta=\hbar\theta=eFl=(a e^2F^2)^{1/3}.
\]

With \(u=z/l-E_z/\Theta\), division by \(\Theta\) turns the equation into \(d^2f/du^2=uf\). The solution that decays uphill is the Airy function

\[
\mathrm{Ai}(u)=\frac1{2\pi}\int_{-\infty}^{\infty}dq\,e^{i(qu+q^3/3)} .
\]

The spectrum is continuous, so we normalize in energy. Insert the integral for both factors of an overlap. The integration over \(s\) gives \(2\pi\delta(q+q')\), the two cubic phases cancel, and

\[
\int ds\,\mathrm{Ai}(s-b)\mathrm{Ai}(s-b')
=\frac1{2\pi}\int dq\,e^{-iq(b-b')}=\delta(b-b').
\]

Since \(dz=l\,ds\) and \(\delta((E_z-E_z')/\Theta)=\Theta\,\delta(E_z-E_z')\), the energy-normalized function is

\[
f_{E_z}(z)=\frac{1}{\sqrt{l\Theta}}\,
\mathrm{Ai}\!\left(\frac zl-\frac{E_z}{\Theta}\right).
\]

## 5. The Franz–Keldysh formula

For the transverse motion, \(d^2k_\perp/(2\pi)^2=dE_\perp/(4\pi a)\) with \(E_\perp=ak_\perp^2\ge0\). The delta function fixes \(E_\perp=E-E_g-E_z\), which is allowed when \(E_z\le E-E_g\). Therefore

\[
J(E)=\frac1{4\pi a}\int_{-\infty}^{E-E_g}dE_z\,
\frac{\mathrm{Ai}^2(-E_z/\Theta)}{l\Theta}
=\frac1{4\pi a l}\int_\eta^\infty\mathrm{Ai}^2(s)\,ds,
\qquad \eta=\frac{E_g-E}{\Theta}.
\]

The substitution was \(s=-E_z/\Theta\). The integral can be done because, using \(\mathrm{Ai}''=s\,\mathrm{Ai}\),

\[
\frac{d}{ds}\left[s\mathrm{Ai}^2-\mathrm{Ai}'^2\right]
=\mathrm{Ai}^2+2s\mathrm{Ai}\mathrm{Ai}'-2\mathrm{Ai}'\,s\mathrm{Ai}
=\mathrm{Ai}^2 .
\]

The bracket vanishes at \(+\infty\), so the integral equals \(\mathrm{Ai}'(\eta)^2-\eta\,\mathrm{Ai}(\eta)^2\).

For the prefactor, \(Q=4\pi a^{3/2}B\) gives \(\pi Q/(4\pi al)=\pi B\sqrt a/l\), and \(\Theta=a/l^2\) means \(\sqrt a/l=\sqrt\Theta\). The result is

\[
\boxed{E^2\varepsilon_2=B\sqrt{\Theta}\;\pi
\left[\mathrm{Ai}'(\eta)^2-\eta\,\mathrm{Ai}(\eta)^2\right]}
\]

At the gap itself \(\eta=0\), the bracket is a number, and the absorption grows as \(\sqrt\Theta\propto F^{1/3}\).

## 6. Below the gap

For large positive \(s\), the phase \(qs+q^3/3\) in the Airy integral is stationary at \(q=i\sqrt s\). Writing \(q=i\sqrt s+p\), the exponent becomes \(-\tfrac23s^{3/2}-\sqrt s\,p^2\) to second order in \(p\). The Gaussian integral yields

\[
\mathrm{Ai}(s)\simeq\frac{e^{-2s^{3/2}/3}}{2\sqrt\pi\,s^{1/4}} .
\]

Thus \(\mathrm{Ai}^2\simeq e^{-4s^{3/2}/3}/(4\pi\sqrt s)\). Near the lower limit of the integral from \(\eta\) to infinity, the exponent falls with slope \(2\sqrt\eta\). To leading order the integral is the integrand at \(\eta\) divided by this slope:

\[
\mathrm{Ai}'(\eta)^2-\eta\mathrm{Ai}(\eta)^2
\simeq\frac{e^{-4\eta^{3/2}/3}}{8\pi\eta}.
\]

The missing energy \(E_g-E\) is supplied by the field, once the pair has tunnelled to a sufficient separation. Since \(\eta^{3/2}\propto1/F\), the tail has the form \(e^{-\text{const}/F}\) and no expansion in powers of \(F\).

## 7. Above the gap

Put \(X=-\eta>0\). For large \(X\) the Airy integral has two real stationary points, \(q=\pm\sqrt X\). Their phases are \(\mp\tfrac23X^{3/2}\), and the Gaussian integrals around them add \(\pm\pi/4\). The sum is

\[
\mathrm{Ai}(-X)\simeq\frac{\cos(\tfrac23X^{3/2}-\tfrac\pi4)}{\sqrt\pi X^{1/4}},
\qquad
\mathrm{Ai}^2(-X)\simeq\frac{1+\sin(\tfrac43X^{3/2})}{2\pi\sqrt X}.
\]

Call the bracket of the boxed formula \(K(X)\). Section 5 shows that \(dK/dX=\mathrm{Ai}^2(-X)\). Integrating the smooth part gives \(\sqrt X/\pi\). For the oscillating part, the phase \(\tfrac43X^{3/2}\) has derivative \(2\sqrt X\), so the leading integral is the negative cosine divided by this derivative:

\[
K(X)\simeq\frac{\sqrt X}{\pi}-\frac{\cos(\tfrac43X^{3/2})}{4\pi X}.
\]

There is no integration constant. The leading forms of \(\mathrm{Ai}\) and \(\mathrm{Ai}'\) give \(K=\sqrt X/\pi\) with relative corrections of order \(X^{-3/2}\), so \(K-\sqrt X/\pi\) tends to zero. Division by the zero-field value then gives

\[
\frac{\varepsilon_2(F)}{\varepsilon_2(0)}\simeq
1-\frac{\cos(\tfrac43X^{3/2})}{4X^{3/2}} .
\]

The amplitude is proportional to \(X^{-3/2}=\Theta^{3/2}/(E-E_g)^{3/2}\), and \(\Theta^{3/2}=\sqrt a\,eF\). At fixed photon energy above the gap, the unbroadened change therefore oscillates with an amplitude linear in the field strength and a phase that runs ever faster as \(F\to0\). A term proportional to \(F^2\) cannot be its leading weak-field form.

## 8. Numbers at 100 kV/cm

A field of 100 kV/cm is 0.01 V/nm, so

\[
\Theta=(0.6350\times10^{-4})^{1/3}\ \text{eV}=39.9\ \text{meV}.
\]

The absorption coefficient is \(\alpha=2\omega\kappa/c\), where \(\kappa\) is the imaginary part of the refractive index. For weak absorption \(\kappa\simeq\varepsilon_2/2n\), and hence \(\alpha=E\varepsilon_2/(\hbar cn)\), with \(n\) held at the background value \(\sqrt{12.25}=3.5\). The edge's own contribution to the real part of \(\varepsilon\) is left out; it would shift \(\alpha\) in the field by roughly 0.1 per cent at 50 meV above the gap and about 1 per cent below the gap. The digits in the table therefore serve to compare \(\varepsilon_2\) with and without the field. They are values for free pairs: the neglected Coulomb attraction would raise the zero-field entries by a factor of about 2 (Section 17).

At 50 meV above the gap and zero field, \(\varepsilon_2=2.168\sqrt{0.05}/1.55^2=0.202\), which gives 4530 cm⁻¹. The full set is:

| \(E-E_g\) (meV) | \(\alpha\), no field (cm⁻¹) | \(\alpha\), 100 kV/cm (cm⁻¹) |
|---:|---:|---:|
| −100 | 0 | 1.0 |
| −50 | 0 | 48 |
| 0 | 0 | 880 |
| 50 | 4530 | 4554 |
| 100 | 6205 | 6064 |

The asymptotic forms are still rough here. At −50 meV, where \(\eta=1.25\), the leading tail formula gives a value nearly 40 per cent too high. At +100 meV, where \(X=2.51\), the oscillation formula predicts a change of −3.4 per cent, while the table shows −2.3 per cent. At +50 meV it predicts about +5 per cent, against +0.5 per cent in the table. In the numerical tests, at \(\eta=20\) and for \(X\) between 20 and 24, the tail formula held within 2 per cent and the oscillation formula within 3 per cent of the oscillation amplitude.

# Second half: broadening and the third derivative

## 9. Symbols and results carried over

The photon energy is \(E\), the gap \(E_g\), and \(a=\hbar^2/2\mu\). The relative Hamiltonian is \(H=-a\nabla^2+eFz\), and \(\Theta=\hbar\theta=(ae^2F^2)^{1/3}=a/l^2\) is the field energy, with length \(l\). The absorption is \(E^2\varepsilon_2=\pi QJ(E)\), where \(J\) counts pair states weighted by \(|\varphi_n(0)|^2\). At zero field it equals \(B\sqrt{E-E_g}\), with \(B=Q/(4\pi a^{3/2})\). In the field it is given by Airy functions of \(\eta=(E_g-E)/\Theta\), with oscillations above the gap whose amplitude is linear in \(F\).

We shall also need

\[
W=\hbar\Omega=\frac{\Theta}{4^{1/3}},\qquad
W^3=\frac{ae^2F^2}{4}=\frac{e^2F^2\hbar^2}{8\mu}.
\]

The numerical output lists the energies \(\Theta\) and \(W\) as theta and Omega.

## 10. The broadened response

A pair state at energy \(E'\) contributes to the resonant response in proportion to \(1/(E'-E-i\Gamma)\), if its coherence decays as \(e^{-\Gamma t/\hbar}\). We take one constant \(\Gamma>0\) for all states and keep the prefactor \(1/E^2\) real. The resonant part of \(E^2\varepsilon\) is then

\[
R(E)=Q\int dE'\,\frac{J(E')}{E'-E-i\Gamma}.
\]

Its imaginary part contains \(\Gamma/[(E'-E)^2+\Gamma^2]\). Hence \(E^2\varepsilon_2\) is the unbroadened function averaged over a Lorentzian of half-width \(\Gamma\). For \(\Gamma\to0\) it returns to \(\pi QJ\), which confirms the factor \(Q\).

Let \(x=E-E_g+i\Gamma\). At zero field \(QJ_0=B\sqrt\xi/\pi\), with \(\xi=E'-E_g\). The integral diverges at large \(\xi\), where the parabolic model no longer describes a crystal. The divergence is a constant, as the following split shows:

\[
\frac{\sqrt\xi}{\xi-x}=\frac1{\sqrt\xi}+\frac{x}{\sqrt\xi(\xi-x)} .
\]

The first term does not depend on \(E\). In the second put \(\xi=y^2\) and close the contour in the upper half-plane, around the pole at \(y=\sqrt x\):

\[
\int_0^\infty\frac{x\,d\xi}{\sqrt\xi(\xi-x)}
=x\int_{-\infty}^{\infty}\frac{dy}{y^2-x}
=x\,\frac{2\pi i}{2\sqrt x}=i\pi\sqrt x .
\]

So \(R_0=\text{constant}+Bg_0(x)\), with \(g_0(x)=i\sqrt x\). In the field we write \(R=\text{constant}+Bg(x)\) with the same constant.

We have found the free-pair absorption in the field without broadening, with oscillations above the gap whose amplitude is linear in \(F\), and have set up the broadened response and evaluated it at zero field. It remains to find the broadened response in the field and to show when its change is quadratic in \(F\) and given by a third derivative.

Numerical values quoted here were computed with a short program.
